# Maxwell-Hobson construction: irregular solid harmonics as gradients of 1/r: test program

```python
"""Maxwell-Hobson construction of the irregular solid harmonics.

Result under test, for r != 0:
    Y_lm / r^(l+1) = (-1)^l / (2l-1)!! * S_lm(grad) (1/r)
Y_lm : orthonormal spherical harmonic with Condon-Shortley phase
S_lm : r^l Y_lm, a harmonic homogeneous polynomial in x, y, z
S_lm(grad) : the same polynomial with x, y, z replaced by d/dx, d/dy, d/dz
Derivatives of 1/r are generated by the quotient rule and compared with
the solid harmonics; a cluster of point charges gives a numerical check.
"""
from functools import lru_cache
from math import factorial, pi, sqrt, atan2
import numpy as np
import sympy as sp
from scipy.special import lpmv
from scipy.constants import physical_constants

x, y, z, u, s = sp.symbols("x y z u s")
X, Y, Z = sp.symbols("X Y Z")
r2 = x**2 + y**2 + z**2
LMAX = 6


def norm(l, m):
    m = abs(m)
    return sqrt((2*l + 1)*factorial(l - m)/(4*pi*factorial(l + m)))


def solid(l, m):
    """S_lm divided by the positive factor norm(l, m)."""
    k = abs(m)
    leg = sp.Poly(sp.diff(sp.legendre(l, u), (u, k)), u)
    radial = sum(c*z**n*r2**((l - k - n)//2) for (n,), c in leg.terms())
    phase = (-1)**k if m >= 0 else 1
    sign = 1 if m >= 0 else -1
    return sp.expand(phase*(x + sign*sp.I*y)**k*radial)


def harmonic_value(l, m, point):
    """Y_lm from associated Legendre functions at a Cartesian point."""
    px, py, pz = point
    k = abs(m)
    value = norm(l, k)*lpmv(k, l, pz/np.linalg.norm(point))
    value = value*np.exp(1j*k*atan2(py, px))
    return complex(value if m >= 0 else (-1)**k*np.conj(value))


def apply_operator(p, f):
    """p(grad) f by direct symbolic differentiation."""
    return sum(c*sp.diff(f, (x, i), (y, j), (z, k))
               for (i, j, k), c in sp.Poly(p, x, y, z).terms())


def laplacian(f):
    return sp.expand(sum(sp.diff(f, v, 2) for v in (x, y, z)))


@lru_cache(maxsize=None)
def numerator(powers):
    """Polynomial N with d^powers (1/r) = N / r^(2n+1), n = sum(powers)."""
    if sum(powers) == 0:
        return sp.Integer(1)
    axis = next(i for i in range(3) if powers[i] > 0)
    lower = list(powers)
    lower[axis] -= 1
    previous = numerator(tuple(lower))
    v = (x, y, z)[axis]
    return sp.expand(r2*sp.diff(previous, v)
                     - (2*sum(lower) + 1)*v*previous)


def gradient_numerator(p):
    """Numerator of p(grad)(1/r) over r^(2l+1), p homogeneous of degree l."""
    return sp.expand(sum(c*numerator(tuple(e))
                         for e, c in sp.Poly(p, x, y, z).terms()))


def at(expr, point):
    return complex(sp.N(sp.sympify(expr).subs(dict(zip((x, y, z), point)))))


point = (1, 2, 2)
r = float(np.linalg.norm(point))

# The quotient-rule recursion agrees with direct differentiation of 1/r.
coulomb = 1/sp.sqrt(r2)
direct = at(sp.diff(coulomb, x, y, y, z), point)
assert abs(direct - at(numerator((1, 2, 1)), point)/r**9) < 1e-12

# Main identity, harmonicity, values and Maxwell's product form.
nodes, weights = np.polynomial.legendre.leggauss(20)
checked = 0
for l in range(LMAX + 1):
    double_factorial = int(np.prod(np.arange(1, 2*l, 2), dtype=int))
    slope = sp.diff(s**sp.Rational(-1, 2), (s, l)).subs(s, 1)
    assert 2**l*slope == (-1)**l*double_factorial
    for m in range(-l, l + 1):
        p = solid(l, m)
        assert laplacian(p) == 0
        value = norm(l, m)*at(p, point)/r**l
        assert abs(value - harmonic_value(l, m, point)) < 1e-12
        left = gradient_numerator(p)
        assert sp.expand(left - (-1)**l*double_factorial*p) == 0
        if m >= 0:
            product = sp.expand((x + sp.I*y)**m*z**(l - m))
            target = (-1)**(l + m)*factorial(l - m)*p
            assert sp.expand(gradient_numerator(product) - target) == 0
            profile = sp.lambdify((x, z), p.subs(y, 0), "numpy")
            density = abs(profile(np.sqrt(1 - nodes**2), nodes))**2
            integral = 2*pi*norm(l, m)**2*np.sum(weights*density)
            assert abs(integral - 1) < 1e-11
        checked += 1

# Exchange rule p(d)g = g(d)p, and loss of terms containing a squared length.
p41 = solid(4, 1)
g = x**3*y + 2*y**2*z**2 - 5*x*z**3
pair = sp.expand(apply_operator(p41, g))
assert pair != 0
assert sp.expand(pair - apply_operator(g, p41)) == 0
with_square = sp.expand(r2*(x*z + 3*y**2))
assert sp.expand(apply_operator(p41, with_square)) == 0
assert sp.expand(apply_operator(x*z**3, with_square)) != 0

# p(d/da) acting on (r.a)^l gives l! p(r).
power = sp.expand((x*X + y*Y + z*Z)**4)
moved = p41.subs({x: X, y: Y, z: Z}, simultaneous=True)
assert sp.expand(apply_operator(p41, power) - factorial(4)*moved) == 0

# The general radial theorem on a Gaussian F(s) = exp(-s/5).
p32 = solid(3, 2)
gauss_left = at(apply_operator(p32, sp.exp(-r2/5)), point)
F3 = float(sp.diff(sp.exp(-s/5), (s, 3)).subs(s, 9))
gauss_right = 2**3*F3*at(p32, point)
assert abs(gauss_left) > 1e-3
assert abs(gauss_left - gauss_right) < 1e-12

# A polynomial that is not harmonic does not obey the rule.
second_z = at(sp.diff(coulomb, z, 2), point).real
naive_z = 3*point[2]**2/r**5
assert abs(second_z - (3*point[2]**2 - r**2)/r**5) < 1e-12
assert abs(second_z - naive_z) > 1e-3

print(f"(l,m) pairs checked exactly, l = 0 to {LMAX}: {checked}")
print(f"field point (x,y,z) = {point} bohr, r = {r:.1f} bohr")
print("A = Y_lm/r^(l+1), B = S_lm(grad)(1/r), both in bohr^-(l+1)")
for l in range(LMAX + 1):
    m = min(l, 1)
    A = harmonic_value(l, m, point)/r**(l + 1)
    B = norm(l, m)*at(gradient_numerator(solid(l, m)), point)/r**(2*l + 1)
    ratio = B/A
    assert abs(ratio.imag) < 1e-8*abs(ratio)
    print(f"l={l} m={m}: A = {A.real:.6e} {A.imag:+.6e} i")
    print(f"         B = {B.real:.6e} {B.imag:+.6e} i, B/A = {ratio.real:.4f}")
print(f"d2/dz2 (1/r) = {second_z:.6f} bohr^-3")
print(f"3 z^2/r^5 (wrong for z^2) = {naive_z:.6f} bohr^-3")

# Four point charges as a finite-difference quadrupole.
charge, spacing = 1.0, 0.2


def cluster_potential(a):
    total = 0.0
    for sx in (-1, 1):
        for sy in (-1, 1):
            place = np.array([sx*a/2, sy*a/2, 0.0])
            total += charge*sx*sy/np.linalg.norm(np.array(point) - place)
    return total


Y22 = harmonic_value(2, 2, point)
Y2m2 = harmonic_value(2, -2, point)
per_area = -3j*charge*sqrt(2*pi/15)*(Y22 - Y2m2)/r**3
assert abs(per_area.imag) < 1e-14
V_formula = per_area.real*spacing**2
V_sum = cluster_potential(spacing)
fourth = at(numerator((1, 1, 2)), point).real/r**9
correction = -charge*spacing**4*fourth/24
error = V_sum - V_formula
half_formula = per_area.real*(spacing/2)**2
half_sum = cluster_potential(spacing/2)
error_half = half_sum - half_formula
# The next multipole is at most about 3 percent of the leading correction.
assert abs(error - correction) < 0.05*abs(correction)
assert abs(error/error_half - 16) < 0.8

volt = physical_constants["Hartree energy in eV"][0]
print(f"charge q = {charge:.1f} e, spacing a = {spacing:.1f} bohr")
print(f"Y_22 = {Y22.real:.6f} {Y22.imag:+.6f} i")
print(f"Y_2,-2 = {Y2m2.real:.6f} {Y2m2.imag:+.6f} i")
print(f"formula V/a^2 = {per_area.real:.8f} hartree/(e bohr^2)")
print(f"formula V = {V_formula:.8e} hartree/e")
print(f"Coulomb sum V = {V_sum:.8e} hartree/e")
print(f"Coulomb sum V = {V_sum*volt:.6f} V")
print(f"sum minus formula = {error:.4e} hartree/e")
print(f"d4/dxdydz2 (1/r) = {fourth:.6f} bohr^-5")
print(f"predicted leading correction = {correction:.4e} hartree/e")
print(f"relative error of formula = {100*abs(error/V_sum):.3f} percent")
print(f"half spacing: formula V = {half_formula:.8e} hartree/e")
print(f"half spacing: Coulomb sum V = {half_sum:.8e} hartree/e")
print(f"error ratio on halving a = {error/error_half:.3f}")
print("done: every assertion held")
```

Output:

```
(l,m) pairs checked exactly, l = 0 to 6: 49
field point (x,y,z) = (1, 2, 2) bohr, r = 3.0 bohr
A = Y_lm/r^(l+1), B = S_lm(grad)(1/r), both in bohr^-(l+1)
l=0 m=0: A = 9.403160e-02 +0.000000e+00 i
         B = 9.403160e-02 +0.000000e+00 i, B/A = 1.0000
l=1 m=1: A = -1.279608e-02 -2.559216e-02 i
         B = 1.279608e-02 +2.559216e-02 i, B/A = -1.0000
l=2 m=1: A = -6.358423e-03 -1.271685e-02 i
         B = -1.907527e-02 -3.815054e-02 i, B/A = 3.0000
l=3 m=1: A = -1.625506e-03 -3.251012e-03 i
         B = 2.438259e-02 +4.876519e-02 i, B/A = -15.0000
l=4 m=1: A = -4.807065e-05 -9.614131e-05 i
         B = -5.047419e-03 -1.009484e-02 i, B/A = 105.0000
l=5 m=1: A = 1.572959e-04 +3.145919e-04 i
         B = -1.486447e-01 -2.972893e-01 i, B/A = -945.0000
l=6 m=1: A = 7.597005e-05 +1.519401e-04 i
         B = 7.897087e-01 +1.579417e+00 i, B/A = 10395.0000
d2/dz2 (1/r) = 0.012346 bohr^-3
3 z^2/r^5 (wrong for z^2) = 0.049383 bohr^-3
charge q = 1.0 e, spacing a = 0.2 bohr
Y_22 = -0.128758 +0.171677 i
Y_2,-2 = -0.128758 -0.171677 i
formula V/a^2 = 0.02469136 hartree/(e bohr^2)
formula V = 9.87654321e-04 hartree/e
Coulomb sum V = 9.85722687e-04 hartree/e
Coulomb sum V = 0.026823 V
sum minus formula = -1.9316e-06 hartree/e
d4/dxdydz2 (1/r) = 0.028959 bohr^-5
predicted leading correction = -1.9306e-06 hartree/e
relative error of formula = 0.196 percent
half spacing: formula V = 2.46913580e-04 hartree/e
half spacing: Coulomb sum V = 2.46792902e-04 hartree/e
error ratio on halving a = 16.006
done: every assertion held
```
